# Built-in-field enhancement of ionised donor diffusion: derivation, limits and profiles, part 2

Singly ionised donors of concentration $N(x,t)$ diffuse into a semiconductor, and the electric field set up by their own gradient speeds them up. Depth $x$ increases into the crystal, $t$ is time, $q>0$ is the elementary charge, $k$ is Boltzmann's constant and $T$ is the process temperature. The field is $E=-d\psi/dx$, with potential $\psi$ and $\varphi=q\psi/kT$. A prime means $d/dx$. With bare diffusivity $D$ (no field) and hop length $a$, the donor particle flux is

$$
J=-D\,N'+\frac{qD}{kT}\,N E. \tag{1}
$$

The electron and hole densities are $n$ and $p$, and $n_i$ is the intrinsic density at $T$. For zero electron current, neutrality $n-p=N$ and Boltzmann carriers ($np=n_i^2$),

$$
J=-Dh\frac{\partial N}{\partial x},\qquad
h=1+\frac{N}{\sqrt{N^2+4n_i^2}}=\frac{2n}{n+p},\qquad
\sinh\varphi=\frac{N}{2n_i}.
$$

Here $h<2$. Uniform fixed acceptors of density $A$ change $N^2$ under the root to $(N-A)^2$. Neutrality fails for a doping step a few screening lengths wide. The intrinsic screening length $\lambda_i$ obeys $\lambda_i^2=\varepsilon kT/(2q^2n_i)$, with permittivity $\varepsilon$.

For an initially donor-free crystal with its surface held at $N_0$, $N=N_0f(\xi)$ with $\xi=x/(2\sqrt{Dt})$ and

$$
\frac{d}{d\xi}\left(h\frac{df}{d\xi}\right)+2\xi\frac{df}{d\xi}=0,
\qquad f(0)=1,\quad f(\infty)=0. \tag{18}
$$

Define $g=h\,df/d\xi$. The dose is $N_0\sqrt{Dt}\,|g(0)|$. Without the field, $f=\operatorname{erfc}\xi$ and $|g(0)|=2/\sqrt\pi$.

The example is a one-hour anneal at 1273 K in the regime of phosphorus in silicon, with rough inputs $n_i=10^{19}$ cm$^{-3}$, $D=10^{-14}$ cm$^2$/s and $N_0=10^{20}$ cm$^{-3}$. Then $\sqrt{Dt}=60$ nm, $h=1.98$ at the surface and $|g(0)|=1.556$. The dose is $9.3\times10^{14}$ cm$^{-2}$, against $6.8\times10^{14}$ cm$^{-2}$ without the field. The depths are:

| $N$ (cm$^{-3}$) | Field (nm) | No field (nm) | Ratio |
|---:|---:|---:|---:|
| $5\times10^{19}$ | 81.7 | 57.2 | 1.43 |
| $10^{18}$ | 266 | 219 | 1.22 |
| $10^{17}$ | 320 | 279 | 1.15 |

### Reading the profile

A constant $h=2$ would multiply every depth, and the dose, by $\sqrt2=1.414$. The actual profile is not stretched uniformly. At half the surface concentration the ratio is 1.43, slightly more than $\sqrt2$, although $h$ is less than 2 everywhere.

The surface slope shows how this begins. For constant $h=2$, $|g(0)|=\sqrt2\times2/\sqrt\pi=1.596$, and the slope of $f$ is $1.596/2=0.798$ in magnitude. In the actual solution the slope is $1.556/1.981=0.786$. The lower diffusivity deeper in the crystal reduces the intake of donors, and the profile leaves the surface less steeply than it would for constant $h=2$. Near the surface it therefore lies above that reference curve. The computed depth shows that it is still above it at half concentration.

In the dilute foot $h$ tends to 1. Equation (18) then has the decaying solution $f\approx C\operatorname{erfc}\xi$, with a constant $C$ set by the heavily doped part. For large $\xi$ the leading behaviour is $\operatorname{erfc}\xi\approx e^{-\xi^2}/(\xi\sqrt\pi)$, so

$$
-\frac{d\ln f}{d\xi}\approx2\xi .
$$

The logarithmic slope grows with depth. The field carries a given low concentration deeper, and its foot is steeper there. Between $10^{18}$ and $10^{17}$ cm$^{-3}$ the profile falls over 54 nm with the field and over 61 nm without it. As the chosen concentration tends to zero, the depth ratio tends to 1, because a constant factor $C$ adds a depth that shrinks as $1/\xi$.

From $E=-(kT/q)\,d\varphi/dx$ and the neutrality relation, the field is

$$
E=-\frac{kT}{q}\,\frac{1}{\sqrt{N^2+4n_i^2}}\,\frac{dN}{dx}. \tag{20}
$$

Its peak is 0.0125 MV/cm at a depth of 144 nm. The potential drop from the surface to undoped material is $(kT/q)\operatorname{arsinh}(N_0/2n_i)=0.1097\times\operatorname{arsinh}5=0.254$ V. For a hop length of 0.25 nm, $qEa/kT$ is 0.003 at the peak, so the linear drift law (1) is adequate.

### Implementation

The factor $h$ must stay inside the outer derivative:

$$
\frac{\partial}{\partial x}\left(Dh\frac{\partial N}{\partial x}\right)
=Dh\frac{\partial^2N}{\partial x^2}
+D\frac{dh}{dN}\left(\frac{\partial N}{\partial x}\right)^2 .
$$

Dropping the last term changes the equation and loses the conservation of donors. A finite-volume scheme avoids this by evaluating one flux at each cell face and using it for both neighbouring cells. An equivalent face flux is

$$
J=-D\left(\frac{\partial N}{\partial x}+N\frac{\partial\varphi}{\partial x}\right),
\qquad \varphi=\operatorname{arsinh}\frac{N}{2n_i}. \tag{21}
$$

This form already contains the field and must not be multiplied by $h$ as well. Likewise, if a supplied diffusivity was extracted from profiles without separating out the field, it already includes some enhancement, and a further factor $h$ would count the field twice.

In epitaxy the starting point may be a doped layer on an undoped one instead of a constant surface source. The flux law is the same under the same assumptions, but the depths and dose above do not carry over. For a step $\lambda_i=1.88$ nm is the relevant scale. Here $\sqrt{Dt}$ reaches that length after about 3.5 s, and neutrality is a poor approximation until the profile is several times wider. In the one-hour profile, Poisson's equation changes $h$ by at most 0.0004 in absolute terms, beyond 10 nm from the surface and where $N>10^{17}$ cm$^{-3}$.

### Fermi statistics

At high doping the electrons begin to fill the conduction band. Let $\eta$ be the Fermi level measured from the band edge, in units of $kT$. Then

$$
n=N_cF(\eta),\qquad
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt z\,dz}{1+e^{z-\eta}},
$$

where $N_c$ is the effective density of states. Zero electron current means a flat Fermi level. The band edge moves as $-q\psi$, so $d\eta=d\varphi$, and (1) gives

$$
h=1+N\frac{d\eta}{dN}=1+\frac{N}{dn/d\eta+p}. \tag{22}
$$

The last form uses $N=n-p$ and holes that still obey $p\propto e^{-\eta}$. For Boltzmann electrons $dn/d\eta=n$, and the earlier result returns. Band filling makes $dn/d\eta$ smaller than $n$, so more potential is needed for the same change of density.

With the rough value $N_c=2.5\times10^{20}$ cm$^{-3}$, $h$ at the surface rises from 1.98 to 2.12. It passes 2 at about $5\times10^{19}$ cm$^{-3}$. Both numbers are for non-interacting electrons. The interactions of the next section act in the opposite direction, so the crossing should not be read as a property of silicon. The limit of two therefore belongs to Boltzmann statistics and is not a general bound.

### Coulomb correlation

Electrons avoid one another, which lowers their energy. A classical estimate treats them as a gas on a smooth positive background with screening length $\lambda=\sqrt{\varepsilon kT/(q^2n)}$. The screening cloud produces the potential energy $-q^2/(4\pi\varepsilon\lambda)$ at each electron. Half of it counts, because each pair is shared, so the energy density is $-nq^2/(8\pi\varepsilon\lambda)$. This varies as the cube of the charge. To obtain the free energy, scale all charges by a factor $s$ that grows from 0 to 1, and call the energy density at full charge $u_c$. At scale $s$ it is $s^3u_c$. At fixed positions interaction energies vary as $s^2$, so the work for a step $ds$ is $(2/s)\,s^3u_c\,ds$. The free-energy density is therefore $\int_0^1 2s^2u_c\,ds=\tfrac23u_c$:

$$
f_c=-\frac{nq^2}{12\pi\varepsilon\lambda}\propto-n^{3/2},\qquad
\mu_c=\frac{df_c}{dn}=-\frac{q^2}{8\pi\varepsilon\lambda}. \tag{23}
$$

The zero-current condition now balances the potential against $\ln n+\mu_c/kT$. For $n\approx N$ the change in $h$ is $(n/kT)\,d\mu_c/dn=\mu_c/(2kT)$, since $\mu_c\propto-n^{1/2}$.

At the surface $\mu_c=-0.67\,kT$, which gives a change of about $-0.33$. The theory requires a shift small compared with $kT$ and electrons that can be localised well within the screening length. Neither condition holds here: $\lambda$ is 0.84 nm, while the thermal length $\hbar/\sqrt{mkT}$ is 1.5 nm for a rough mass $m$ of 0.3 electron masses. The quantum spread of the electrons weakens the effect, so the classical number is too large and is not a correction to apply. The estimate also leaves out exchange between electrons, which lowers their energy further, and the attraction between electrons and donors. Its sign is opposite to that of the rise from Fermi statistics, but it does not settle which of the two is larger. The decimals of $h$ at $10^{20}$ cm$^{-3}$, including the first, are therefore properties of the model and should not be assigned to the material.

### Ionisation

For an isolated donor with binding energy $E_b$ and two spin states, the ratio of neutral to ionised donors at low doping is $2(n/N_c)e^{E_b/kT}$. With the rough value $E_b=0.045$ eV and $n\approx n_i$, it is

$$
2\times0.04\times e^{0.045/0.1097}\approx0.12,
$$

or a neutral fraction of about 11%. This figure counts only two states of an unscreened donor and leaves out its excited states, so it should not be assigned to the hot crystal. Even at low doping the intrinsic carriers screen over $\lambda_i=1.88$ nm. The associated energy $q^2/(4\pi\varepsilon\lambda_i)\approx0.065$ eV exceeds $E_b$, so in a screened Coulomb model the binding is far weaker than $E_b$. Any donors that are neutral feel no drift force, but $h$ is close to 1 in that range anyway.

At the surface concentration screening is stronger still. The screening length there is 0.89 nm, while the estimated donor Bohr radius is 2.1 nm for a rough isotropic mass of 0.3 electron masses. A numerical solution for the screened Coulomb potential finds no bound state at this ratio of 0.43; such a potential binds only above a ratio of about 0.84. That radius corresponds to a hydrogenic binding of 0.030 eV. A hydrogenic donor bound by 0.045 eV has a radius of 1.4 nm, and the ratio of 0.65 is still below the threshold. The potential treats screening as point-like, which is only a rough model when the screening length is shorter than the thermal length. Full ionisation is consistent with that estimate at the surface. Intermediate dopings were not examined.

### Charged point defects

Donors move with the help of point defects, some of which are negatively charged. If a neutral defect captures one electron, mass action with Boltzmann electrons makes the ratio of charged to neutral defects proportional to $n$. For two electrons it is proportional to $n^2$. With equilibrium defects the bare diffusivity becomes

$$
D(n)=D(n_i)\,\frac{1+\alpha r+\beta r^2}{1+\alpha+\beta},\qquad r=\frac{n}{n_i}. \tag{24}
$$

Here $\alpha$ and $\beta$ are the contributions of singly and doubly charged defects at $n=n_i$, relative to that of neutral defects. Take the rough assumed values $\alpha=0.05$ and $\beta=0.02$. At the surface $r=10.1$, and $D$ rises by

$$
\frac{1+0.505+2.04}{1.07}\approx3.3 .
$$

This factor multiplies $h$ and does not replace it. A mobile donor–defect pair that has captured $j$ electrons has charge $(1-j)q$ and a concentration $C\propto Ne^{j\varphi}$. Its flux is proportional to $C'+(1-j)C\varphi'\propto e^{j\varphi}(N'+N\varphi')$, so every charge state carries the same bracket as (21), weighted by $r^j=e^{j\varphi}$. Band filling would make it larger, because the defect charge follows the Fermi level, which then rises faster than $\ln n$. With $N_0$, $t$ and $D(n_i)$ held fixed, the depth at $10^{18}$ cm$^{-3}$ increases from 266 to 309 nm, or by 16%. Among the effects sized here, this is the largest at the surface. A measured rise of diffusivity by more than a factor of two is thus no evidence against the field effect.

### The real case

The chosen $n_i$, $D$ and $N_0$ are of a realistic order for phosphorus in silicon near 1273 K, but one hour is long compared with rapid anneals lasting seconds. The assumption most clearly broken in heavily phosphorus-doped silicon is a constant bare diffusivity. Equation (24) puts the change at roughly a factor of three at the surface, for the assumed defect shares and Boltzmann electrons. Phosphorus diffusion can also drive the point defects themselves out of equilibrium, which neither (18) nor (24) describes, so the computed foot should not be used as a junction-depth prediction. A uniform acceptor background of $10^{17}$ cm$^{-3}$ changes $h$ by at most 0.002 in absolute terms for $N$ up to $10^{20}$ cm$^{-3}$, if the acceptors stay fixed.

At a lower process temperature $n_i$ is smaller, and a given doping lies closer to the high-doping limit. The bare diffusivity also falls. With a rough activation energy of 3.7 eV it drops by about 48 powers of ten between 1273 and 300 K. The field persists in the finished device, but donor motion by this mechanism is negligible there. The numerical output below lists the inputs and results to more digits.

## Values computed for the example and the checks

```
Temperature: 1273 K; kT/q: 0.1097 V
Intrinsic density (rough): 1.0e+19 cm^-3
Surface donor density: 1.0e+20 cm^-3
Bare diffusivity (rough): 1.0e-14 cm^2/s
Anneal time: 3600 s
sqrt(D t): 60.0 nm
Electron density at surface: 1.0099e+20 cm^-3
h at N = 1e+17 cm^-3: 1.0050
h at N = 1e+18 cm^-3: 1.0499
h at N = 1e+19 cm^-3: 1.4472
h at N = 3e+19 cm^-3: 1.8321
h at N = 1e+20 cm^-3: 1.9806
N/ni needed for h = 1.5: 1.155
N/ni needed for h = 1.9: 4.129
Low-doping slope of h against N/ni: 0.5000
(2-h)(N/ni)^2 at N = 30 ni: 1.9934
Depth at 5e+19 cm^-3: field 81.7 nm, none 57.2 nm, ratio 1.427
Depth at 1e+18 cm^-3: field 266.1 nm, none 218.6 nm, ratio 1.218
Depth at 1e+17 cm^-3: field 319.8 nm, none 279.2 nm, ratio 1.145
Surface value of -h df/dxi: 1.5558
Dose with field: 9.335e+14 cm^-2
Dose without field: 6.770e+14 cm^-2
Dose ratio: 1.379
Peak field: 0.0125 MV/cm at 143.8 nm
Potential drop: 0.254 V
q E a/kT at peak, a = 0.25 nm: 0.00285
Relative permittivity (rough): 11.7
Intrinsic screening length: 1.88 nm
Poisson error in h, tanh width 30 nm: 0.00458
Poisson error in h, tanh width 60 nm: 0.00118
Poisson error in h, example profile: 0.00037
Time for sqrt(D t) = screening length: 3.55 s
Peak h with fixed acceptors 5 ni: 3.693
Largest h change, 1e17 cm^-3 acceptors: 0.00193
Band density (rough): 2.5e+20 cm^-3
h at surface with Fermi statistics: 2.1204
N where Fermi h equals 2: 5.037e+19 cm^-3
Electron mobility (rough): 50 cm^2/(V s)
Donor/electron diffusivity ratio: 1.8e-15
Donor binding (rough): 0.045 eV; mass: 0.3 m_e
Neutral fraction, isolated donor, N << ni: 0.108
Donor Bohr radius estimate: 2.06 nm
Screening length at surface: 0.89 nm
Bound state at surface: False
Correlation level shift: -0.669 kT
Correlation scale in h, electron part: -0.335
Defect shares (rough): 0.05, 0.02 of neutral path
Charged-defect factor in D at surface: 3.31
Depth at 1e18 cm^-3 with charged defects: 308.9 nm
Activation energy (rough): 3.7 eV
log10[D(300 K)/D(1273 K)]: -47.5
```
